# Vibrational Softening and the Transition Level of a Positive Centre

**Setting for all parts.** A donor-type point defect lies in the silicon channel under a high-k gate dielectric. It has two charge states, + and 0. When the positive centre captures an electron, three harmonic vibrational modes soften from $\hbar\omega_+=60$ meV to $\hbar\omega_0=50$ meV, and all other modes keep their frequencies. Static total energies alone, with each charge state in its own relaxed geometry, place the transition level at $\varepsilon_{\rm st}=0.600$ eV above the valence-band edge. This is a round model value. The stack is annealed at $T=1000$ K. Until part (f), the valence edge is held fixed and the two charge states have equal electronic degeneracy.

## (a) The level as an equality of free energies

**Question.** Let $E_q$ be the static energy and $F_q^{\rm vib}$ the vibrational free energy of the cell containing the defect in charge state $q$. Find the electron chemical potential $\varepsilon$ at which the two charge states are in balance, and say which state is stable on either side of it.

**Answer.** Take the valence edge as the zero of electron energy, both for the chemical potential $\mu$ and for the static energies $E_q$. The second choice matters because the two charge states differ by one electron, so $E_0-E_+$ depends on the energy zero. The positive centre has given one electron to the reservoir, where its free energy is $\mu$. The formation free energies are therefore

$$G_+=E_++F_+^{\rm vib}+\mu+C,\qquad G_0=E_0+F_0^{\rm vib}+C .$$

The constant $C$ contains the perfect host and the atomic reservoirs. It is common to both states because they contain the same atoms. The cell volume is taken to be the same in both, so no pressure term appears. Setting $G_+=G_0$ at $\mu=\varepsilon$ gives

$$\varepsilon=(E_0-E_+)+(F_0^{\rm vib}-F_+^{\rm vib})=\varepsilon_{\rm st}+\Delta\varepsilon,\qquad \Delta\varepsilon=F_0^{\rm vib}-F_+^{\rm vib}.$$

Subtracting the two formation free energies at general $\mu$ gives $G_0-G_+=\varepsilon-\mu$. For $\mu<\varepsilon$ the positive state has the lower free energy, and for $\mu>\varepsilon$ the neutral state does. A negative $\Delta\varepsilon$ lowers the level and widens the range of $\mu$ in which the centre is neutral.

## (b) One classical mode

**Question.** Derive the classical free energy of a harmonic mode of mass $m$ and angular frequency $\omega$ from its phase-space integral.

**Answer.** With $H=p^2/2m+m\omega^2x^2/2$, the partition function is

$$Z=\frac1h\int_{-\infty}^{\infty}e^{-p^2/2mk_BT}\,dp\int_{-\infty}^{\infty}e^{-m\omega^2x^2/2k_BT}\,dx .$$

Both integrals are Gaussian, and $\int e^{-au^2}du=\sqrt{\pi/a}$. Hence

$$Z=\frac1h\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{2\pi k_BT}{h\omega}=\frac{k_BT}{\hbar\omega}.$$

The mass cancels between the two factors, so it matters only through $\omega$. The free energy is

$$F=-k_BT\ln Z=k_BT\ln\frac{\hbar\omega}{k_BT}.$$

A softer mode has a lower free energy, since its coordinate explores a wider region at the same temperature.

## (c) The shift at the anneal temperature

**Question.** Show that the classical vibrational free energy lowers the transition level by 47 meV at 1000 K, and give the new level.

**Answer.** The unchanged modes cancel in $\Delta\varepsilon$. The three softened modes give

$$\Delta\varepsilon=3k_BT\left[\ln\frac{\hbar\omega_0}{k_BT}-\ln\frac{\hbar\omega_+}{k_BT}\right]=3k_BT\ln\frac{\omega_0}{\omega_+}=-3k_BT\ln\frac65 .$$

Both $\hbar$ and the $k_BT$ inside the logarithms drop out, because the two charge states have the same number of modes.

At 1000 K, $k_BT=0.086173\ \text{meV/K}\times1000\ \text{K}=86.173$ meV, and $\ln(6/5)=0.18232$. Therefore

$$\Delta\varepsilon=-3\times86.173\ \text{meV}\times0.18232=-47.13\ \text{meV},$$

or $-7.55\times10^{-21}$ J. The separate free energies agree with this. Each mode has $F=-31.20$ meV in the positive state and $-46.91$ meV in the neutral state, a difference of $-15.71$ meV per mode. The new level is

$$\varepsilon=0.600\ \text{eV}-0.047\ \text{eV}=0.553\ \text{eV}.$$

## (d) Energy or entropy?

**Question.** Decide whether the classical shift comes from vibrational energy or from entropy. Then find how softening changes the ratio of neutral to positive centres at fixed $\mu$.

**Answer.** Differentiating the result of part (b) gives the entropy of one mode:

$$S=-\frac{\partial F}{\partial T}=-k_B\ln\frac{\hbar\omega}{k_BT}+k_B .$$

The last term comes from the $T$ inside the logarithm. The mean energy is then

$$U=F+TS=k_BT\ln\frac{\hbar\omega}{k_BT}-k_BT\ln\frac{\hbar\omega}{k_BT}+k_BT=k_BT .$$

It does not depend on $\omega$, so $U$ is the same before and after capture. The classical shift is purely entropic:

$$\Delta S=3k_B\ln\frac65=0.547\,k_B,\qquad \Delta\varepsilon=-T\Delta S .$$

For dilute, independent centres in equilibrium, the populations follow the Boltzmann weights of $G_0$ and $G_+$:

$$\frac{N_0}{N_+}=e^{-(G_0-G_+)/k_BT}=e^{(\mu-\varepsilon)/k_BT}=e^{(\mu-\varepsilon_{\rm st})/k_BT}\,e^{-\Delta\varepsilon/k_BT}.$$

The last factor is the effect of softening:

$$e^{-\Delta\varepsilon/k_BT}=e^{3\ln(6/5)}=\left(\frac65\right)^3=1.728 .$$

Within the classical model this factor is independent of temperature, although the shift in meV grows in proportion to $T$. When $\mu$ lies between 0.553 and 0.600 eV at 1000 K, static energies predict more positive than neutral centres, while the vibrating model predicts the reverse. The majority is modest in both cases, at most about 63%, because the shift is smaller than $k_BT$.

## (e) Quantum statistics

**Question.** Replace the classical modes by quantum oscillators. Find the leading correction to the shift at high temperature and the limit $T\to0$. Does quantum statistics increase or reduce the lowering?

**Answer.** Let $x=\hbar\omega/k_BT$. The levels $(n+\tfrac12)\hbar\omega$ form a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{e^{x/2}-e^{-x/2}}=\frac1{2\sinh(x/2)},$$

so that $F=k_BT\ln[2\sinh(x/2)]$.

*High temperature.* For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$, and hence $F\simeq k_BT(\ln x+x^2/24)$. The first term is the classical result. The second changes the shift by

$$3k_BT\,\frac{x_0^2-x_+^2}{24}=\frac{3\left[(\hbar\omega_0)^2-(\hbar\omega_+)^2\right]}{24k_BT}=\frac{3(2500-3600)\ \text{meV}^2}{24\times86.173\ \text{meV}}=-1.60\ \text{meV}.$$

The full quantum formula gives a correction of $-1.58$ meV and a total shift of $-48.72$ meV.

*Low temperature.* For large $x$, $2\sinh(x/2)\to e^{x/2}$ and $F\to\hbar\omega/2$. The shift tends to the difference of zero-point energies,

$$\Delta\varepsilon\to\tfrac32(50-60)\ \text{meV}=-15\ \text{meV},$$

whereas the classical shift tends to zero.

*Sign at any temperature.* Differentiate both free energies with respect to $\hbar\omega$. The quantum slope is $\tfrac12\coth(x/2)$ and the classical slope is $1/x$. Since $\tanh y<y$ for $y>0$, it follows that $\coth y>1/y$. With $y=x/2$, the quantum slope is the larger at every frequency. The lowering is three times the integral of the slope from $\hbar\omega_0$ up to $\hbar\omega_+$, so quantum statistics increases it at every temperature.

| $T$ (K) | Classical shift (meV) | Quantum shift (meV) |
|---:|---:|---:|
| 300 | −14.14 | −19.09 |
| 400 | −18.85 | −22.68 |
| 1000 | −47.13 | −48.72 |

At 1000 K the classical magnitude is about 3% below the quantum one. At 300 K it is about 26% below, again relative to the quantum value, and the classical formula is no longer a good approximation.

## (f) From the model to a gate stack

**Question.** Estimate the effect at 1000 K of (i) an unpaired spin in one charge state, (ii) motion of the valence edge, (iii) a quartic term in the potential, and (iv) small changes in other modes. What does the 47 meV then represent?

**Answer.** *(i) Spin.* If the charge states have electronic degeneracies $g_0$ and $g_+$, the population ratio of part (d) is multiplied by $g_0/g_+$. Equal populations now require $(g_0/g_+)\,e^{(\mu-\varepsilon)/k_BT}=1$, so the balance point moves by $-k_BT\ln(g_0/g_+)$. For a factor of two this has magnitude $86.173\ \text{meV}\times\ln2=59.7$ meV. If the neutral state holds the unpaired spin, the level falls by a further 59.7 meV, and the total shift is about $-107$ meV. If the positive state holds it, the level rises by 59.7 meV, and the classical total is about $+13$ meV. The spin term can thus reverse the direction of the overall shift.

*(ii) Band edge.* The gap of silicon narrows by about 0.2 to 0.3 eV between low temperature and 1000 K, depending on which empirical fit is extrapolated to that temperature; 0.3 eV is used here. Suppose that half of this is a rise of the valence edge, 150 meV, and that the defect level does not follow. The distance from the moving edge to the level then falls from 0.553 to about 0.40 eV. Both the equal division and the immobile level are assumptions. The estimate shows that this term can be about three times the vibrational shift.

*(iii) Quartic term.* Add the same hardening potential $\alpha x^4$, with $\alpha>0$, to the modes in both charge states. To first order it raises the free energy of a mode by its thermal mean. For a Gaussian distribution with $\langle x^2\rangle=k_BT/m\omega^2$,

$$\alpha\langle x^4\rangle=3\alpha\left(\frac{k_BT}{m\omega^2}\right)^2\propto\omega^{-4}.$$

Choose $\alpha$ so that this mean is $0.01\,k_BT$ in the positive state. In the neutral state it is larger by $(6/5)^4$, and the shift changes by

$$3\times0.01\,k_BT\left[\left(\tfrac65\right)^4-1\right]=+2.78\ \text{meV}.$$

Numerical integration with the full quartic potential gives $+2.41$ meV. The second-order term, $-\mathrm{Var}(\alpha x^4)/2k_BT$, is negative and larger for the softer mode, so it acts in the direction of this difference. Hardening of this kind opposes the lowering.

*(iv) Other modes.* If capture also stiffens 100 other modes by 0.1% each, the level rises by $100\,k_BT\ln(1.001)=8.6$ meV. This cancels about 18% of the 47 meV, although no single one of these frequency changes is conspicuous. A calculation for a real defect therefore needs the whole vibrational spectrum of the cell in both charge states.

*Comparison with a real stack.* Modes at 50 to 60 meV lie in the rough range of silicon's optical phonons. Modes of a real centre at such energies can mix with those of the host, so three isolated modes are an effective description. The 10 meV softening is a model choice and has not been calculated for a particular defect. The temperature of 1000 K represents a high-temperature processing step. At that temperature the intrinsic carrier density of silicon is of order $10^{18}$ cm$^{-3}$, so for doping up to that level $\mu$ in the bulk channel is not free but stays within a few tens of meV of the intrinsic level near midgap. For a device working at 300 to 400 K, the same frequencies give a quantum shift of about $-19$ to $-23$ meV, and the 47 meV should not be carried over. Under the assumptions of (ii), the largest estimated effect at the anneal temperature comes from the fixed valence edge, at about 150 meV, followed by equal electronic degeneracy, at about 60 meV. This order is not general: if the level partly follows the valence edge, the first term shrinks and can fall below the second.

The 47 meV is thus the classical harmonic contribution of three modes, relative to a fixed valence edge. It is one term in the temperature dependence of the level and can be outweighed by others. The values used here are listed in the numerical output.

## Calculated quantities

```
INPUTS
number of softened modes: 3
mode energy, + state: 60.0 meV
mode energy, neutral state: 50.0 meV
anneal temperature: 1000 K
static level above valence edge: 0.600 eV
CLASSICAL RESULT AT THE ANNEAL TEMPERATURE
k: 0.086173 meV/K
kT: 86.173 meV
ln(60/50): 0.18232
F per mode, + state: -31.20 meV
F per mode, neutral: -46.91 meV
shift per mode: -15.71 meV
total level shift: -47.13 meV
total level shift in SI: -7.552e-21 J
level from equal populations: 0.5529 eV
entropy gain on capture: 0.5470 k
factor in N_neutral/N_plus at fixed mu: 1.728
QUANTUM STATISTICS
quantum shift at 1000 K: -48.72 meV
quantum minus classical: -1.58 meV
leading-term estimate: -1.60 meV
zero-point shift: -15.00 meV
shift at 300 K, classical: -14.14 meV
shift at 300 K, quantum: -19.09 meV
shift at 400 K, classical: -18.85 meV
shift at 400 K, quantum: -22.68 meV
OTHER NEGLECTED EFFECTS AT 1000 K
spin factor two, neutral state: -59.7 meV
spin factor two, + state: +59.7 meV
silicon gap narrowing (rough input): 0.3 eV
assumed valence-edge share: 0.5
valence-edge rise: 150 meV
quartic energy / kT, + state (input): 0.01
quartic change of shift: +2.41 meV
quartic first-order estimate: +2.78 meV
other modes (input): 100
stiffening of each (input): 0.1 %
change from other modes: +8.6 meV
```
